Resonant conductance of two degenerate atoms sharing one electrode orbital

**Problem**

A conducting filament in a memory cell has narrowed until a single atom joins its two ends. The atom has one relevant level, at energy ε. In a second configuration two such atoms sit side by side. Their levels have the same energy, no electron hops directly from one to the other, and electron-electron interaction is neglected. Each electrode offers one orbital to the gap, and that orbital couples to both atoms with the same amplitude, sign included. The band of each electrode is much wider than any resonance.

The level is moved through the Fermi energy E_F with all couplings held fixed. What are the peak of the zero-temperature, small-bias conductance and the full width at half maximum of the resonance, for one atom and for two?

**A tempting solution**

For one atom, let Γ_L and Γ_R be the contributions of the left and right electrodes to the level width. With x = E − ε, the transmission probability is

T₁(x) = Γ_LΓ_R / [x² + (Γ_L + Γ_R)²/4].

For Γ_L = Γ_R its peak is 1, and its full width is Γ_L + Γ_R. The conductance is G = (2e²/h) T(E_F), where the 2 counts spin.

The two atoms do not talk to each other, the argument continues, so they are two resistors in parallel and their conductances add:

T₂ = 2T₁ (wrong).

The peak would then be 4e²/h and the width would be unchanged.

**Where it fails**

Each electrode has one orbital at its end and one band behind it. At a given energy and spin, one wave arrives from the left. Current conservation allows no more than that wave's flux to leave on the right, so T cannot exceed 1. The tempting answer has T₂ = 2.

The faulty step is the passage from "no direct hopping" to "independent". An electron can leave atom 1 into the electrode orbital and return to atom 2. Both atoms also feed the same outgoing wave, so their amplitudes must be added before squaring. Both effects appear when the Schrödinger equation is solved site by site.

**The right solution**

Represent each electrode by a semi-infinite chain with hopping −τ between neighbours and site energy zero. The left chain has amplitudes ψₙ with n = 0, −1, −2, …, and the right chain has φₘ with m = 0, 1, 2, …. Sites n = 0 and m = 0 are the end orbitals, joined to each atom by hoppings −t_L and −t_R. The atoms have amplitudes a_j, and A denotes their sum.

Inside a chain, Eψₙ = −τ(ψₙ₋₁ + ψₙ₊₁), so a wave e^{ikn} has E = −2τ cos k. For a unit wave arriving from the left,

ψₙ = e^{ikn} + r e^{−ikn},  φₘ = s e^{ikm}.

The chains are alike, so the wave speeds are equal and T = |s|².

The end orbital on the left obeys

Eψ₀ = −τψ₋₁ − t_L A.

If the chain continued, the last term would be −τ(e^{ik} + r e^{−ik}), because the wave form satisfies the chain equation at every site. Comparing the two expressions gives

τ(e^{ik} + r e^{−ik}) = t_L A.

Solving for r and adding 1,

ψ₀ = 1 + r = 1 − e^{2ik} + e^{ik} t_L A/τ.

The same comparison on the right gives τ s e^{−ik} = t_R A, hence

φ₀ = s = e^{ik} t_R A/τ.

In the wide-band limit |E| ≪ τ, so k = π/2 and e^{ik} = i. Then

ψ₀ = 2 + i t_L A/τ,  φ₀ = i t_R A/τ.

Each atom obeys x a_j = −t_L ψ₀ − t_R φ₀. Inserting the end amplitudes,

x a_j = −2t_L − i(t_L² + t_R²)A/τ.

Define Γ_α = 2t_α²/τ for α = L, R, and Γ_tot = Γ_L + Γ_R. The wide-band limit takes τ large with these widths fixed. The atomic equation becomes

x a_j = −2t_L − (i/2)Γ_tot A.  (1)

The last term is the action of the electrodes back on atom j. It contains the sum A and not a_j alone, and this is what the parallel-resistor argument misses.

For one atom, A = a₁, and equation (1) gives

A = −2t_L / (x + iΓ_tot/2).

Since T = t_R²|A|²/τ² and 4t_L²t_R²/τ² = Γ_LΓ_R, this reproduces T₁ above.

For two atoms, add equation (1) for j = 1 and j = 2:

xA = −4t_L − iΓ_tot A,

A = −4t_L / (x + iΓ_tot).

The numerator has doubled, and so has the imaginary part of the denominator. Therefore

T₂(x) = 4Γ_LΓ_R / [x² + (Γ_L + Γ_R)²].

At x = 0 both cases give

T_peak = 4Γ_LΓ_R / (Γ_L + Γ_R)².

This equals 1 when Γ_L = Γ_R and is smaller otherwise, because (Γ_L + Γ_R)² − 4Γ_LΓ_R = (Γ_L − Γ_R)². For widths of 0.3 and 0.1 eV it is 0.12/0.16 = 0.75, with one atom or with two. For the identically coupled atoms considered here, a peak of 2e²/h thus needs Γ_L = Γ_R.

T₂ falls to half its peak at x = ±(Γ_L + Γ_R), so its full width is 2(Γ_L + Γ_R). The answer, for Γ_L = Γ_R, is a peak of 2e²/h in both configurations and a width that doubles with the second atom.

**Bright and dark states**

Replace the two atomic orbitals by their normalized sum and difference. The sum couples to each electrode orbital with strength (t_α + t_α)/√2 = √2 t_α. The difference couples with (t_α − t_α)/√2 = 0. The first is a bright state and the second a dark one. Widths go as the square of the coupling, so the bright state is a single level with both widths doubled. The peak depends on the ratio Γ_L/Γ_R alone and does not change.

Subtracting equation (1) for the two atoms gives x(a₁ − a₂) = 0. At x = 0 the difference is undetermined: an electron may sit in the dark state without affecting the current. The transmission remains well defined there, because it contains only A.

The dark state shows itself in time. With no incoming wave, equation (1) becomes

iħ da_j/dt = εa_j − (i/2)Γ_tot(a₁ + a₂).

Start with a₁ = 1 and a₂ = 0. Apart from the common phase e^{−iεt/ħ}, the sum decays as e^{−Γ_tot t/ħ} and the difference stays at 1. Half their total is a₁, so the probability of finding the electron on atom 1 is

P(t) = [(1 + e^{−Γ_tot t/ħ})/2]² → 1/4.

A lone atom would empty completely.

Far from resonance, |x| ≫ Γ_tot, the ratio T₂/T₁ = 4(x² + Γ_tot²/4)/(x² + Γ_tot²) tends to 4. Back-action is then negligible and two equal amplitudes add. Even here the parallel rule, which gives 2, fails.

**Numbers for a memory cell**

Take t_L = t_R = 0.5 eV and τ = 2.5 eV. Each electrode contributes

Γ = 2(0.5 eV)²/(2.5 eV) = 0.2 eV.

The wide-band widths are 0.4 eV for one atom and 0.8 eV for two. The lifetime ħ/width is 1.65 fs for the single atom and 0.82 fs for the bright state. The peak conductance is 77.5 μS, a resistance of 12.9 kΩ, in both cases.

If the level lies 0.3 eV from the Fermi energy,

T₁ = 0.04/(0.09 + 0.04) = 0.31,

T₂ = 0.16/(0.09 + 0.16) = 0.64.

The second atom adds nothing at the peak but about doubles the conductance here.

At 300 K, k_BT = 0.0259 eV and the conductance averages T over the thermal window −df/dE, where f is the Fermi function. Near a unit peak of half width γ, T ≈ 1 − x²/γ². The thermal average of x² about E_F is π²(k_BT)²/3, so to leading order

G/(2e²/h) ≈ 1 − (π²/3)(k_BT/γ)².

This gives 0.945 for γ = 0.2 eV and 0.986 for γ = 0.4 eV. Numerical integration of the full Lorentzians gives 0.954 and 0.987. The 300 K averages here and below use the wide-band T; the finite band of the chains raises the three-digit values by 0.001 to 0.003, these two to 0.957 and 0.989. The broader resonance loses less.

For a read voltage V = 0.1 V, dropped equally on the two sides of a level that stays midway, the current is

I = (2e/h) ∫ T(E)[f(E − eV/2) − f(E + eV/2)] dE,

with f centred on E_F. Numerical integration with the wide-band T gives 7.27 μA for one atom and 7.61 μA for two; the finite band of the chains raises these to 7.30 and 7.63 μA. Perfect transmission would give 77.5 μS × 0.1 V = 7.75 μA.

**How exact must the degeneracy be?**

From here on Γ_L = Γ_R = Γ, with t_L = t_R = t. Let the levels be ε ± δ/2. Equation (1) then has x ∓ δ/2 in place of x on its left side. Dividing by these factors and adding,

A = S(−2t − iΓA),

S = 1/(x − δ/2) + 1/(x + δ/2) = 2x/(x² − δ²/4).

Thus A = −2tS/(1 + iΓS), and

T = Γ²S²/(1 + Γ²S²) = 4Γ²x² / [(x² − δ²/4)² + 4Γ²x²].

Midway between the levels T is zero, however small δ is, provided it is not zero. The two atoms respond there with opposite signs and cancel. T = 1/2 where |x² − δ²/4| = 2Γ|x|. The inner pair of solutions gives the full width of the dip,

2[√(Γ² + δ²/4) − Γ] ≈ δ²/(4Γ) for δ ≪ Γ.

For δ = 0.05 eV the dip is 3.1 meV wide, much less than k_BT. Thermal averaging at 300 K gives 0.948 instead of 0.987. At room temperature the splitting costs 4% of the conductance; at zero temperature, with E_F midway, it costs all of it.

Unequal couplings can do the same even at equal levels. At x = 0 the atoms require

t_{L1}ψ₀ + t_{R1}φ₀ = 0,  t_{L2}ψ₀ + t_{R2}φ₀ = 0.

If the ratio t_L/t_R differs between the atoms, the only solution is ψ₀ = φ₀ = 0, and since s = φ₀ nothing is transmitted. Suppose atom 1 is coupled 10% more strongly to the right and atom 2 10% more strongly to the left, the weaker couplings keeping the value t. The average at 300 K is then 0.955.

The relative sign matters more. If the two atoms couple to the right electrode with opposite signs, the left electrode sees only their sum and the right electrode only their difference. These states are not connected when the levels are equal, so T = 0 at every energy.

**Hopping between the atoms**

A direct hopping −w adds −w a₂ to the equation for atom 1 and −w a₁ to that for atom 2. In the sum of the two equations this contributes −wA, which moves to the left side:

(x + w)A = −4t − 2iΓA.

The peak moves to ε − w, with height and width unchanged. For w = 0.5 eV, and with ε still at the Fermi energy, the zero-temperature transmission there is

T = 0.16/(0.25 + 0.16) = 0.39.

**When the parallel rule is right**

Let each electrode have two orbitals and two bands. Atom j couples with strength t to a normalized end orbital u_j, and the overlap of u₁ and u₂ is s_o, the same in both electrodes. Both bands are wide and have the same density of states.

The sum state of the atoms couples to t(u₁ + u₂)/√2. The squared norm of this combination is t²(2 + 2s_o)/2 = t²(1 + s_o). The difference state couples to t(u₁ − u₂)/√2, with squared norm t²(1 − s_o). The two electrode combinations are orthogonal, since the squared norms of u₁ and u₂ are equal. There are two separate channels, with widths Γ(1 ± s_o) from each electrode:

T = Γ²(1 + s_o)²/[x² + Γ²(1 + s_o)²] + Γ²(1 − s_o)²/[x² + Γ²(1 − s_o)²].

For s_o = 0 this is 2T₁, the tempting answer. It holds for atoms that contact independent electrode orbitals. For s_o = 1 the second channel vanishes and T₂ returns. For any s_o between 0 and 1 the peak is 2, but near s_o = 1 the second unit is a narrow spike. At s_o = 0.9 its full width is 2 × 0.2 eV × 0.1 = 0.04 eV, comparable with k_BT, and the 300 K average of T is 1.41. Sharing the electrode orbital to 90% is therefore not enough to hold the conductance near 2e²/h.

**Other neglected effects**

*Finite bandwidth.* The half bandwidth here is 2τ = 5 eV. Put ε = 0 and keep e^{ik} = −E/(2τ) + i sin k in the end amplitudes. For N atoms, with q = Nt²/τ², the summed equation is

A[E(1 − q) + 2iqτ sin k] = −Nt(1 − e^{2ik}).

Since |1 − e^{2ik}| = 2 sin k, T = t²|A|²/τ² becomes

T = (2qτ sin k)² / [E²(1 − q)² + (2qτ sin k)²].

The peak is still 1. Half maximum lies at |E|(1 − q) = 2qτ sin k. With |E| = 2τ|cos k| this means |cot k| = q/(1 − q), and the full width is 4τ|cos k|. For q = 0.04 and 0.08 these widths in electron energy are 0.416 and 0.866 eV, a ratio of 2.08.

The problem asks for a different width: the level moves while the energy stays at E_F. Restoring ε replaces E(1 − q) by E(1 − q) − ε. At fixed E, T is then a Lorentzian in ε with full width 4qτ sin k. Since q is proportional to N, the second atom doubles this width exactly, at any E_F inside the band. With E_F at the band centre the widths are 0.4 and 0.8 eV.

*Direct tunnelling.* For a rough barrier of 1.5 eV and a gap of 0.5 nm, κ = √(2mφ)/ħ = 6.3 nm⁻¹, with m the free-electron mass and φ the barrier height. The estimate e^{−2κd} is 0.0019. Adding a hopping between the end orbitals that gives this probability by itself, and solving the matching equations numerically for two atoms, leaves T = 0.9995 when the level is at the Fermi energy. Away from resonance the direct path interferes with the path through the atoms and matters more. With the level 0.3 eV from the Fermi energy, T₂ changes from 0.64 to 0.61 or 0.67, and T₁ from 0.31 to 0.27 or 0.34, depending on the sign of the direct hopping and on the side of E_F on which the level lies.

*Interaction.* Consider one atom with repulsion U between its two spin states, in mean field and at half filling. A moment m = n↑ − n↓ shifts the spin levels to E_F ∓ Um/2. Integrating a Lorentzian of half width Γ up to E_F gives n = 1/2 ± (1/π)arctan[Um/(2Γ)], so

m = (2/π) arctan[Um/(2Γ)].

A nonzero solution exists when the slope of the right side at m = 0, U/(πΓ), exceeds 1. The threshold is πΓ = 0.63 eV in the wide-band limit; the finite band of the chains lowers it to 0.61 eV. Iterating the wide-band equation 10% above its own threshold gives m = 0.33. The sharp onset belongs to mean field, so the threshold is only a rough scale for the U at which interaction is no longer a small correction. A weakly attached metal atom may well exceed it. For a free copper atom U, the ionization energy minus the electron affinity, is about 6.5 eV. Screening by two metal planes 0.5 nm apart, in a classical image-charge estimate, removes about 4 eV and leaves 2 to 3 eV. The correction goes as the inverse of the spacing: planes 0.4 nm apart leave 1.5 eV and planes 0.3 nm apart leave nothing, so the estimate shows only that U can exceed the threshold. The numbers for the memory cell therefore illustrate interference between non-interacting electrons; they do not predict the conductance of a particular metal atom. Since the threshold is proportional to the width, the dark state, which has none, has no such protection. How its charge or spin would act on the bright state is outside this calculation.

**Beside a real filament**

Filamentary memory cells can show low-resistance conductances of the order of 2e²/h, and 0.1 V is a reasonable read voltage. The chosen width of 0.4 eV suits a weakly attached atom; a metal atom in firm contact is expected to have a width nearer 1 eV or more. Real contacts also break the single-orbital assumption, since metal atoms and electrodes usually offer several orbitals. In this model at 300 K, that alone moves the two-atom value from 0.99 to 1.41 at s_o = 0.9, and to 2 × 0.954 = 1.91 at s_o = 0, in units of 2e²/h. Hopping between neighbouring metal atoms can be several tenths of an eV, and the 0.5 eV used above lowers the zero-temperature value from 1 to 0.39 unless the level shifts back. A conductance near 2e²/h is therefore insufficient to count the atoms in the constriction. Within the model, the width of the resonance distinguishes one atom from two if the coupling per atom is known and the two atoms have equal levels and couple identically to the same electrode orbitals. The exact doubling is a zero-temperature result; at 300 K the widths in level position are 0.43 and 0.81 eV, a ratio of 1.9. A two-terminal cell also offers no gate that moves the level while the couplings stay fixed.
